# Cubic and Quartic Spin-Orbit Scaling of Intraband Gilbert Damping

## What symmetry and dimensions fix

Turn the magnetization of a metallic ferromagnet through an angle $\theta$. Spin-orbit coupling of strength $\xi$ makes each band energy $\varepsilon_n$ depend on $\theta$. If electrons need a time $\tau$ to follow the moving levels, energy is lost at a rate quadratic in $\partial_\theta\varepsilon_n$. Damping is dimensionless, so with $\hbar=1$ and a band energy scale $W$ its intraband part has the form

$$\alpha\sim\tau\,\frac{\langle(\partial_\theta\varepsilon)^2\rangle_{\rm Fermi\ surface}}{W}.$$

Symmetry fixes the numerator. Orbital angular momentum is even under inversion and odd under time reversal, so its average vanishes in a nondegenerate orbital state that respects their product. An isolated level then moves by $\xi^2/W$, and $\alpha\sim\tau\xi^4/W^3$. Where two opposite-spin bands cross, the levels split by an amount linear in $\xi$. There $\partial_\theta\varepsilon\sim\xi$, but only on a fraction $\xi/W$ of the Fermi surface. This gives $\alpha\sim\tau\,\xi^2(\xi/W)/W=\tau\xi^3/W^2$.

The notes below turn this counting into formulas with prefactors and find where the cubic law stops describing the total damping.

## Model and energy loss

Take, in atomic units,

$$H=H_0-\Delta\,\mathbf n\cdot\mathbf S+\xi\,\mathbf L\cdot\mathbf S,\qquad \mathbf n=(\sin\theta,0,\cos\theta).$$

$H_0$ is the spinless band Hamiltonian, $\Delta>0$ a rigid exchange splitting, $\mathbf S$ the electron spin and $\mathbf L$ the on-site orbital angular momentum. This is a mean-field model: $\Delta$ does not change as $\mathbf n$ turns.

For a unit magnetization $\mathbf m$ in a field $\mathbf B$, the Landau-Lifshitz-Gilbert equation is $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}$. Take the cross product with $\mathbf m$ and use $\mathbf m\cdot\dot{\mathbf m}=0$:

$$\mathbf m\times\dot{\mathbf m}=\gamma\mathbf B_\perp-\alpha\dot{\mathbf m}.$$

The scalar product with $\dot{\mathbf m}$ gives $\gamma\,\mathbf B\cdot\dot{\mathbf m}=\alpha|\dot{\mathbf m}|^2$. The magnetic energy per cell is $-M\mathbf m\cdot\mathbf B$ with $M=\gamma S_{\rm cell}$, where $S_{\rm cell}$ is the spin per cell. The dissipated power is therefore

$$P=M\,\mathbf B\cdot\dot{\mathbf m}=\alpha S_{\rm cell}\dot\theta^2 .$$

Now compute $P$ from the electrons. Let the spin frame turn with $\mathbf n$, using $U=e^{-i\theta S_y}$. The exchange term becomes $-\Delta S_z$, and the angle remains only in $H_{so}=\xi\,\mathbf L\cdot U^\dagger\mathbf SU$. Its derivative is the torque operator

$$T=\partial_\theta H=i[S_y,H_{so}].$$

The moving frame also adds $-\dot\theta S_y$. This shifts the equilibrium state by an amount independent of $\tau$, so it does not enter the intraband damping, which is proportional to $\tau$.

The electrons are taken to relax towards instantaneous equilibrium in this moving frame, so their spins follow $\mathbf n$ without loss when $\xi=0$. This is an assumption: relaxation towards equilibrium in the fixed frame would give damping even at $\xi=0$ and would change the interband part. With one relaxation time,

$$\dot\rho=-i[H,\rho]-\frac{\rho-\rho_{eq}}{\tau}.$$

Write $\rho=\rho_{eq}+\rho_1$ and keep first order in $\dot\theta$. For rotation slow compared with $1/\tau$, $\dot\rho_1$ drops out. With $\omega_{nm}=\varepsilon_n-\varepsilon_m$,

$$-\Big(\frac1\tau+i\omega_{nm}\Big)(\rho_1)_{nm}=\dot\theta\,(\partial_\theta\rho_{eq})_{nm}.$$

Differentiating $[H,\rho_{eq}]=0$ gives $T_{nm}(f_m-f_n)+\omega_{nm}(\partial_\theta\rho_{eq})_{nm}=0$. Hence the off-diagonal elements are $T_{nm}(f_n-f_m)/\omega_{nm}$. The diagonal ones are $f'(\varepsilon_n)T_{nn}$, the limit of the same expression. The irreversible work rate is $\dot\theta\,{\rm Tr}(\rho_1T)$. Adding the terms $nm$ and $mn$ cancels the imaginary parts:

$$P=\dot\theta^2\sum_{nm}\Big[-\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}\Big]|T_{nm}|^2\frac{\tau}{1+\omega_{nm}^2\tau^2}.\tag{1}$$

The diagonal terms, with $T_{nn}=\partial_\theta\varepsilon_n$, are the intraband damping. For a two-dimensional crystal, with $\mathbf k$ in inverse lattice constants,

$$\alpha=\frac{\tau}{S_{\rm cell}}J,\qquad J=\sum_n\int\!\frac{d^2k}{(2\pi)^2}\,(-f')\,(\partial_\theta\varepsilon_n)^2.\tag{2}$$

In ordinary units $\tau$ becomes $\tau/\hbar$ and $S_{\rm cell}$ is counted in $\hbar$.

**Limit $\xi\to0$.** Then $T=0$ and the damping vanishes, as it must when the total spin is conserved.

## First case: an isolated level

Let $\Theta$ be inversion times spinless time reversal. It maps each $\mathbf k$ to itself, is antiunitary, and satisfies $\Theta\mathbf L\Theta^{-1}=-\mathbf L$. The phase of a nondegenerate orbital state can be chosen so that $\Theta|a\rangle=|a\rangle$. Then

$$\langle a|\mathbf L|b\rangle=\langle\Theta a|\mathbf L|\Theta b\rangle=-\langle\Theta a|\Theta\mathbf L b\rangle=-\langle a|\mathbf L|b\rangle^* .$$

All elements are imaginary: $\langle a|\mathbf L|b\rangle=i\boldsymbol\ell_{ab}$ with real $\boldsymbol\ell_{ab}$. A diagonal element is also real, because $\mathbf L$ is Hermitian, so it is zero. The first-order energy shift vanishes.

For second order, let $D_{ab}$ be the difference of the orbital energies without exchange. The majority state $a\uparrow$ has exchange energy $-\Delta/2$. Its spin elements follow from $\langle\uparrow|\boldsymbol\ell\cdot\mathbf S|\uparrow\rangle=\boldsymbol\ell\cdot\mathbf n/2$ and $(\boldsymbol\ell\cdot\mathbf S)^2=\ell^2/4$. The spin-flip element squared is thus $[\ell^2-(\boldsymbol\ell\cdot\mathbf n)^2]/4$, and

$$\delta\varepsilon_{a\uparrow}=\frac{\xi^2}{4}\sum_b\left[\frac{(\boldsymbol\ell_{ab}\cdot\mathbf n)^2}{D_{ab}}+\frac{\ell_{ab}^2-(\boldsymbol\ell_{ab}\cdot\mathbf n)^2}{D_{ab}-\Delta}\right].$$

Differentiate and use $1/D-1/(D-\Delta)=-\Delta/[D(D-\Delta)]$:

$$\partial_\theta\varepsilon_{a\uparrow}=-\frac{\xi^2\Delta}{2}\sum_b\frac{(\boldsymbol\ell_{ab}\cdot\mathbf n)(\boldsymbol\ell_{ab}\cdot\partial_\theta\mathbf n)}{D_{ab}(D_{ab}-\Delta)}.\tag{3}$$

Minority states follow from $\Delta\to-\Delta$. Squaring in (2) gives $J\propto\xi^4$ if no denominator vanishes on the Fermi surface.

**Limit $\Delta\to0$.** The slope vanishes, since without exchange no direction $\mathbf n$ is singled out.

**Without inversion.** If $\langle a|\mathbf L|a\rangle\neq0$, the first-order shift $\pm\tfrac{\xi}{2}\langle a|\mathbf L|a\rangle\cdot\mathbf n$ survives. If $\langle a|\mathbf L|a\rangle$ has a component along $\partial_\theta\mathbf n$, isolated bands give $J\propto\xi^2$; if it is perpendicular to the plane in which $\mathbf n$ turns, the slope stays quadratic. Inversion symmetry guarantees the quartic law, and without it the law generally fails.

A test used three orbital levels at 0, 0.7 and 1.5 eV with $\Delta=1.1$ eV, and doubled $\xi$ from 0.002 to 0.004 eV. The norm of the six slopes grew with power 1.999 for real orbitals and 0.997 for complex ones.

Equation (3) shows its own failure. At $D_{ab}=\Delta$ the levels $a\uparrow$ and $b\downarrow$ coincide. At $D_{ab}=0$ two same-spin levels coincide; I exclude such degeneracies at the Fermi level from here on.

## Second case: one opposite-spin crossing

Let $\varepsilon_a$ and $\varepsilon_b$ now include exchange, with $\delta=\varepsilon_a-\varepsilon_b$ and $\bar\varepsilon=(\varepsilon_a+\varepsilon_b)/2$. The coupling is the spin-flip element found above:

$$|V|=\frac{\xi}{2}\sqrt{\ell^2-(\boldsymbol\ell\cdot\mathbf n)^2}=\frac{\xi}{2}|\boldsymbol\ell\times\mathbf n| .$$

The two-level energies are

$$\varepsilon_\pm=\bar\varepsilon\pm R,\qquad R=\sqrt{\delta^2/4+|V|^2}.$$

Other states make $\bar\varepsilon$ and $\delta$ depend on $\theta$ only at order $\xi^2$. To leading order, therefore,

$$\partial_\theta\varepsilon_\pm=\pm\frac{|V|\,V'}{R},\qquad V'=\partial_\theta|V|.\tag{4}$$

**Two limits.** At $\delta=0$ the slope is $\pm V'$, linear in $\xi$. For $|\delta|\gg2|V|$ it becomes $\pm\partial_\theta|V|^2/|\delta|$. This is the nearly resonant spin-flip term of the isolated case and is quadratic in $\xi$. The same two-level formula joins both regimes.

In a check of the coupling, two levels of the three-orbital scheme were brought into coincidence by setting $\Delta=0.8$ eV, with $\xi=0.002$ eV. The gap from diagonalization was 0.9993 times $\xi|\boldsymbol\ell\times\mathbf n|$.

## From one crossing to a Fermi surface

In two dimensions the lines $\varepsilon_a=E_F$ and $\varepsilon_b=E_F$ meet at points, called hot points here. Near one, use the two energies as coordinates:

$$d^2k=\frac{d\varepsilon_a\,d\varepsilon_b}{|\nabla\varepsilon_a\times\nabla\varepsilon_b|}=\frac{d\bar\varepsilon\,d\delta}{|\nabla\varepsilon_a\times\nabla\varepsilon_b|},$$

because the map to $(\bar\varepsilon,\delta)$ has a Jacobian of magnitude one. For either branch $\int d\bar\varepsilon\,[-f'(\bar\varepsilon\pm R)]=1$ at any temperature, as long as the gradients and $V$ stay constant over the thermal window. With $\delta=2|V|u$, the two branches together give

$$2\int d\delta\,\frac{|V|^2V'^2}{\delta^2/4+|V|^2}=4|V|V'^2\int_{-\infty}^{\infty}\frac{du}{1+u^2}=4\pi|V|V'^2 .$$

Extending the limits to infinity is allowed at leading order because the integrand falls as $1/\delta^2$. Hence

$$J_{\rm hot}=\sum_{\rm hot}\frac{4\pi|V|\,V'^2}{(2\pi)^2|\nabla\varepsilon_a\times\nabla\varepsilon_b|}\propto\xi^3.\tag{5}$$

This is the cubic law: two powers of $\xi$ come from the squared slope and one from the width of the hot region. The regular slopes of order $\xi^2$ contribute $\xi^4$ to $J$. Their product with (4) involves $\int d\delta/R\sim\ln(W/\xi)$, so corrections are at most of order $\xi^4\ln(W/\xi)$.

In three dimensions, hot points become hot lines. With the length $l$ along such a line as third coordinate, $d^3k=d\varepsilon_a\,d\varepsilon_b\,dl/|\nabla\varepsilon_a\times\nabla\varepsilon_b|$, so the sum in (5) becomes an integral over $dl/2\pi$ with three-dimensional gradients. The power of $\xi$ is unchanged if the two Fermi surfaces cross at a nonzero angle all along the line.

**Angular limits.** Let $\boldsymbol\ell$ lie along $z$. Then $|V|=\tfrac{\xi}{2}\ell\sin\theta$ and $V'=\tfrac{\xi}{2}\ell\cos\theta$ for $0<\theta<\pi/2$, so each hot point has weight $\sin\theta\cos^2\theta$. At $\theta=90^\circ$ the gap is stationary. At $\theta=0$ it closes, and the cubic term vanishes again. The second zero needs care, because a closing gap makes interband transitions important.

## Adding transitions across the gap

The diagonal part of (1) is the total damping only if transitions across the gap are weak. Take the phase of $V$ constant during the rotation, which holds when $\boldsymbol\ell$ lies in the plane in which $\mathbf n$ turns. The pair is then described by

$$H=\bar\varepsilon+\frac{\delta}{2}\sigma_z+|V|\sigma_x,\qquad T=V'\sigma_x .$$

The frame term $S_y$ has no elements in this pair: the orbitals are orthogonal, and each spin is perpendicular to $y$. Since $T^2=V'^2$ and $|T_{\pm\pm}|^2=V'^2|V|^2/R^2$, the interband element is $|T_{+-}|^2=V'^2(\delta^2/4)/R^2$.

Equation (1) contains it twice, with occupation factor $(f_--f_+)/2R$. Its integral over $\bar\varepsilon$ is one, because $\int d\bar\varepsilon\,[f(\bar\varepsilon-R)-f(\bar\varepsilon+R)]=2R$. Put $x=\delta/2$ and $b^2=|V|^2+1/(4\tau^2)$, so that $1+4R^2\tau^2=4\tau^2(x^2+b^2)$. The interband contribution is

$$\frac{V'^2}{\tau}\int\frac{x^2\,dx}{(x^2+|V|^2)(x^2+b^2)} .$$

By partial fractions the integrand equals

$$\frac{1}{b^2-|V|^2}\left[\frac{b^2}{x^2+b^2}-\frac{|V|^2}{x^2+|V|^2}\right],$$

whose integral is $\pi(b-|V|)/(b^2-|V|^2)=4\pi\tau^2(b-|V|)$. The interband part is thus $4\pi\tau V'^2(b-|V|)$. Adding the intraband part $4\pi\tau V'^2|V|$ leaves

$$4\pi\tau V'^2\sqrt{|V|^2+\frac{1}{4\tau^2}}.\tag{6}$$

**Clean limit, $2|V|\tau\gg1$.** The result is $4\pi\tau|V|V'^2\propto\tau\xi^3$.

**Dirty limit, $2|V|\tau\ll1$.** The result is $2\pi V'^2\propto\xi^2$, independent of $\tau$ as long as $\hbar/\tau$ stays small compared with the band scale. For still shorter $\tau$ the integral over $\delta$ can no longer be extended to infinity, and (6) fails. The intraband term is still cubic, but it is no longer the main part.

The order of limits therefore matters. At fixed $\tau$, letting $\xi\to0$ always ends in the dirty regime. The cubic law for the total damping needs a gap larger than $\hbar/\tau$ but small compared with the band scale.

Equation (6) was tested by solving the relaxation equation numerically for $|V|=0.8$, $V'=0.6$ and $\tau=0.1$, 0.5 and 5 in consistent units. The largest relative deviation was $8\times10^{-4}$.

## A lattice where both laws are visible

Place $xz$ and $yz$ orbitals on a square lattice with $z$ along the layer normal. Between them only $L_z$ has elements, of magnitude one. With Pauli matrices $\tau_i$ for the orbitals and $\sigma_i$ for the spin, and $\sigma_n=\mathbf n\cdot\boldsymbol\sigma$,

$$H=h_0+A+B+C,$$
$$A=h_z\tau_z+h_x\tau_x,\quad B=-\frac{\Delta}{2}\sigma_n,\quad C=\frac{\xi}{2}\tau_y\sigma_z .$$

In eV, $h_0=-0.6(\cos k_x+\cos k_y)$, $h_z=-0.4(\cos k_x-\cos k_y)$ and $h_x=0.4\sin k_x\sin k_y$. Let $h^2=h_z^2+h_x^2$.

$A$ commutes with $B$ and anticommutes with $C$, while $BC+CB=-\tfrac12\Delta\xi\cos\theta\,\tau_y$. Therefore

$$(H-h_0)^2=h^2+\frac{\Delta^2}{4}+\frac{\xi^2}{4}+G,\qquad G=-\Delta A\sigma_n-\frac{\Delta\xi}{2}\cos\theta\,\tau_y .$$

The two terms of $G$ anticommute, so $G^2=\Delta^2q^2$ with $q^2=h^2+\tfrac14\xi^2\cos^2\theta$. Its eigenvalues are $p\Delta q$ with $p=\pm1$. Completing the square gives

$$\varepsilon=h_0\pm R_p,\qquad R_p^2=\Big(q+\frac{p\Delta}{2}\Big)^2+\frac{\xi^2}{4}\sin^2\theta .$$

For the slope, use $\partial_\theta q=-\xi^2\sin2\theta/(8q)$:

$$\partial_\theta R_p=\frac{\xi^2\sin2\theta}{8R_p}\Big[1-\frac{q+p\Delta/2}{q}\Big]=-\frac{p\,\xi^2\Delta\sin2\theta}{16\,qR_p}.$$

Away from $h=\Delta/2$ and from the same-spin degeneracy $h=0$, both $q$ and $R_p$ stay nonzero as $\xi\to0$, and the slope is quadratic. At $h=\Delta/2$, $R_-$ shrinks to about $\tfrac{\xi}{2}\sin\theta$, and the slope is linear. Hot points satisfy $h=\Delta/2$ and $h_0=E_F$.

Set $\Delta=1$ eV, $\theta=45^\circ$ and a temperature of 77 K. Moving only the Fermi level, and doubling $\xi$ from 0.02 to 0.04 eV, gives:

- at $E_F=-0.1$ eV, with hot points, $J$ rises from $2.558\times10^{-6}$ to $2.059\times10^{-5}$ eV, a power of 3.009;
- at $E_F=-1.0$ eV, without them, $J$ rises from $3.567\times10^{-8}$ to $5.698\times10^{-7}$ eV, a power of 3.998.

The cubic coefficient extrapolated from zone integration is 1.005 times that of (5) at $45^\circ$ and 1.001 times at $25^\circ$, which tests the angular factor as well.

Adding $0.2\sin k_x\,\tau_y$ eV, which breaks inversion, changes the power at $E_F=-1.0$ eV to 2.020. The control with inversion, on the same coarser grid with 0.04 eV smearing, gives 3.907. The small deviation from four comes from the wide smearing, whose tail reaches the same-spin degeneracy at $-0.7$ eV.

## Numbers for a 3d-ferromagnet regime

Keep $E_F=-0.1$ eV and take $\xi=0.07$ eV, $\tau=100$ fs and a lattice constant of 2.5 Å. At $45^\circ$,

$$|V|=V'=\frac{0.07}{2}\sin45^\circ=0.02475\ {\rm eV}.$$

There are eight equivalent hot points, each with $|\nabla\varepsilon_a\times\nabla\varepsilon_b|=0.3558$ eV². Equation (5) gives

$$J_{\rm hot}=\frac{8\times4\pi\times(0.02475)^3}{(2\pi)^2\times0.3558}=1.085\times10^{-4}\ {\rm eV}.$$

With $\tau/\hbar=151.9$ eV$^{-1}$ and $S_{\rm cell}=0.3121\,\hbar$,

$$\alpha_{\rm hot}=\frac{151.9\times1.085\times10^{-4}}{0.3121}=0.053 .$$

Integration over the whole zone gives 0.054, about 2% more. At the isolated Fermi level $J$ is $5.3\times10^{-6}$ eV, some 21 times smaller at the same $\xi$, $\theta$ and temperature. The hot region has a half width of about 0.046 Å$^{-1}$ along one of the two crossing Fermi lines and 0.039 Å$^{-1}$ along the other, against $\pi/2.5=1.26$ Å$^{-1}$ from zone centre to edge.

The neglected effects can be sized:

- **Interband transitions.** At 100 fs, gap times $\tau/\hbar$ is 7.5, and all band pairs together raise the damping by 0.9%, as (6) predicts. At 10 fs the product is 0.75 and the total is 1.68 times the intraband part; (6) gives 1.66.
- **Temperature.** Smearing at 300 K with $\tau$ held fixed changes $J$ by 0.4%.
- **Particle number.** The chemical potential follows the mean level shift, which subtracts the squared mean slope. This removes a fraction $2\times10^{-5}$ of $J$.
- **Precession frequency.** At 10 GHz, $\omega\tau=0.006$ and $\hbar\omega$ is 0.0008 of the gap, so the slow-rotation expansion holds.

**Beside a real ferromagnet.** The values of $\xi$ and $\Delta$ are roughly those of a metal such as cobalt, but two orbitals do not make cobalt. The spin per cell is well below cobalt's rough $0.8\,\hbar$ per atom, which by itself raises $\alpha$ by a factor of about 2.6. The damping of 0.054 holds for motion in the plane that contains the layer normal. Sideways motion, out of that plane, has no intraband cost in this model, because $L_zS_z$ commutes with $S_z$ and the levels do not move. Its interband cost depends on the frame. If the frame turns about an axis perpendicular to $\mathbf n$, as it does for $\theta$, the torque in the crossing pair is $V'\sigma_y$ and the loss is $1/(1+4|V|^2\tau^2)$ times (6). Zone integration gives 0.0009 at 100 fs and 0.0055 at 10 fs, and at $\theta=0$ both directions are damped equally, as the square symmetry requires. In the clean case a small circular precession would therefore feel about half the value, 0.028; at 10 fs the halving no longer holds. That is still above the rough 0.01 or less of many 3d films at room temperature. Besides having more orbitals, such films may lie outside the clean limit. With $\tau=10$ fs and everything else held fixed, the intraband part for motion in the plane containing the normal falls to 0.0054 and the total to $1.68\times0.0054=0.009$. That closeness to real values is not evidence for the model, since $\tau$ was assumed. The total also rests on the assumed relaxation in the moving frame. Relaxation towards equilibrium in the fixed frame would give $\alpha=\Delta\tau/(1+\Delta^2\tau^2)$ already at $\xi=0$, which is 0.0066 at 100 fs but 0.066 at 10 fs, far above 0.009. The remaining d orbitals, state-dependent relaxation and vertex corrections are outside the model and have not been sized.

For material choice, the model says that moving the Fermi level away from opposite-spin crossings lowers the intraband damping strongly, provided that inversion symmetry holds, no same-spin degeneracy takes their place, and $\tau$ does not grow to compensate. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
hoppings strong, weak, mixing: 0.5, 0.1, 0.1 eV
exchange splitting: 1.0 eV; spin-orbit strength: 0.07 eV
angle to layer normal: 45 deg; lattice constant: 2.5 angstrom
temperature: 77 K; kT: 0.00664 eV
relaxation time: 100 fs; tau/hbar: 151.9 1/eV; hbar/tau: 0.00658 eV
Fermi level with crossing: -0.1 eV; without crossing: -1.0 eV
generic levels, power of dE/dangle, real orbitals: 1.999
generic levels, power of dE/dangle, complex orbitals: 0.997
forced crossing, gap direct / formula: 0.9993
relaxation equation / crossover formula, worst deviation: 8.1e-04
hot point kx*a, ky*a: 2.0082, 0.9395; number in zone: 8
|grad Ea x grad Eb| at hot point: 0.3558 eV^2 (k in 1/a)
cubic coefficient, zone / formula, 45 deg: 1.0047
cubic coefficient, zone / formula, 25 deg: 1.0014
J at xi = 0.02 eV: crossing 2.558e-06 eV, isolated 3.567e-08 eV
J at xi = 0.04 eV: crossing 2.059e-05 eV, isolated 5.698e-07 eV
power of xi, crossing at Fermi level: 3.009
power of xi, isolated bands: 3.998
inversion-breaking orbital term: 0.2 eV; power of xi: 2.020
same grid, inversion kept, power of xi: 3.907
half gap V: 0.02475 eV; full gap: 0.04950 eV
hot-spot half width along Fermi line: 0.0464 1/angstrom
spin per cell: 0.3121 hbar
J example, hot-point formula: 1.085e-04 eV
J example, zone integration: 1.105e-04 eV
J example, isolated Fermi level: 5.321e-06 eV
damping, hot-point formula: 0.05281
damping, intraband zone integration: 0.05378
damping, all band pairs: 0.05426
gap*tau/hbar at 100 fs: 7.520; at 10 fs: 0.752
total/intraband at 100 fs: all pairs 1.0091, crossing formula 1.0088
total/intraband at 10 fs: all pairs 1.6787, crossing formula 1.6638
J at 300 K / J at 77 K, same tau: 1.0040
fraction removed by particle-number conservation: 1.92e-05
10 GHz precession: omega*tau 6.28e-03, hbar*omega/gap 8.36e-04
```
